Central-Cell Shifts of Hydrogenic Donor Levels: the 1/n³ Law

**1. The ground state and a small well**

A shallow donor in a semiconductor binds its electron weakly. Far from the donor atom the electron sees a screened Coulomb attraction and moves with an effective mass. Close to the atom, in the central cell, the potential differs from this simple form. How far does that small region move the levels?

In atomic units (ħ = e = electron mass = 1), with effective mass m and dielectric constant ε, the unperturbed Hamiltonian is

H₀ = −∇²/(2m) − 1/(εr).

Measure length in units of a by writing r = aρ. Then

H₀ = (1/(ma²)) [−½∇ρ² − (ma/ε)/ρ].

The choice a = ε/m makes the bracket the hydrogen Hamiltonian. The energy unit is 1/(ma²) = m/ε² = 2Ry*, where Ry* = m/(2ε²) is the effective Rydberg. The ground state is

ψ₁ₛ = e^(−r/a)/√(πa³), E₁ = −Ry*.

Add a weak spherical potential V(r) that has one sign and a range b much smaller than a. First-order perturbation theory gives

δE₁ₛ = ∫|ψ₁ₛ|² V d³r.

Across the cell |ψ₁ₛ|² hardly changes, so it may be replaced by its value at the origin:

δE₁ₛ ≈ |ψ₁ₛ(0)|² W = W/(πa³), W = ∫V d³r.

The shift depends on the volume integral W and not on the shape of V. An attractive cell has W < 0 and lowers the level.

For numbers, take rough silicon values m = 0.30 and ε = 11.7. They give a = 39.0 bohr = 20.638 Å and Ry* = 0.029817 eV. The cell is a chosen Gaussian, V = −V₀ exp(−r²/b²), with V₀ = 2 eV and b = 1 Å:

W = −π^(3/2) V₀b³ = −11.137 eV Å³,

|ψ₁ₛ(0)|² = 1/(π × 20.638³) = 3.621 × 10⁻⁵ Å⁻³,

δE₁ₛ ≈ −11.137 × 3.621 × 10⁻⁵ = −4.033 × 10⁻⁴ eV, or −0.403 meV.

This is about 1.4 percent of the binding energy.

**2. From 1s to every ns level**

The excited s levels need |ψₙₛ(0)|². I now use scaled units, with lengths in a and energies in 2Ry*. Write ψ = (u/r)Y, where Y is a normalized spherical harmonic and ∫u²dr = 1. The radial equation is

−½u″ + [l(l+1)/(2r²) − 1/r]u = Eu.

First, the energies. With E = −κ²/2, insert u = r^(l+1) e^(−κr) Σ aₖrᵏ and collect equal powers of r:

aₖ₊₁[(k+l+2)(k+l+1) − l(l+1)] = 2[κ(k+l+1) − 1]aₖ.

If the series does not end, aₖ₊₁/aₖ tends to 2κ/k, the sum grows like e^(2κr), and u cannot be normalized. It ends at k = ν when κ = 1/(ν+l+1). Hence

E = −1/(2n²), n = ν + l + 1.

Nothing here required l to be an integer. We may therefore differentiate with respect to l at fixed ν. For a normalized eigenstate, dE/dl is the expectation value of dH/dl, because the change of the state contributes E times the derivative of the norm, which is zero. So

1/n³ = (l + ½)⟨1/r²⟩.

At l = 0 this gives ⟨1/r²⟩ = 2/n³.

Second, connect this average to the origin. For l = 0 the equation is u″ = 2(U − E)u with U = −1/r. Multiply by u′:

½(u′²)′ = (U − E)(u²)′.

Integrate from 0 to ∞, by parts on the right. The boundary term (U − E)u² vanishes at infinity, and also at the origin, where u² ~ r² beats 1/r. What remains is

−½u′(0)² = −∫U′u²dr.

Since U′ = 1/r²,

u′(0)² = 2⟨1/r²⟩ = 4/n³.

For an s state Y² = 1/(4π), and u/r tends to u′(0) at the origin. Restoring a,

|ψₙₛ(0)|² = u′(0)²/(4πa³) = 1/(πn³a³).

Check on 2s: u = r(1 − r/2)e^(−r/2)/√2 has norm ½(2 − 6 + 6) = 1 and u′(0)² = 1/2, which equals 4/8.

For n ≥ 2 the s state is degenerate with states of higher l, so first-order theory must diagonalize V within the level. A spherical V has no matrix elements between different angular momenta, and for each l and m the level n holds one radial state. The matrix is already diagonal, and

δEₙₛ = W/(πa³n³).

The 2s shift in the example is −4.033 × 10⁻⁴/8 = −5.04 × 10⁻⁵ eV, and the 4s shift is 64 times smaller than that of 1s. The power has a simple reading. The electron's probability of being in the cell falls as 1/n³, while the binding energy falls as 1/n², so the shift relative to the binding energy falls as 1/n.

**3. The p levels**

A p function vanishes at the origin, so the contact limit gives δEₙₚ = 0. To find what a finite cell leaves, we need the coefficient of r² in the p radial function. A ladder operator supplies it from the s function. Define

A = d/dr + w, A† = −d/dr + w, w = 1 − 1/r.

With w′ = 1/r² and w² = 1 − 2/r + 1/r², multiplication gives

A†A = −d²/dr² + w² − w′ = −d²/dr² − 2/r + 1 = 2H(l=0) + 1,

AA† = −d²/dr² + w² + w′ = −d²/dr² − 2/r + 2/r² + 1 = 2H(l=1) + 1.

If u is an s eigenfunction, then AA†(Au) = A(A†Au) = (2Eₙ + 1)Au. Thus Au is a p solution with the same energy. Its norm is ∫u A†Au dr = 2Eₙ + 1 = 1 − 1/n², so for n ≥ 2

uₙₚ = Auₙₛ/√(1 − 1/n²).

Now expand the s function near the origin as uₙₛ = s(r + c₁r² + c₂r³ + …), with s² = 4/n³. The radial equation u″ = (−2/r + 1/n²)u gives, order by order,

2c₁ = −2, so c₁ = −1;

6c₂ = −2c₁ + 1/n², so c₂ = 1/3 + 1/(6n²).

Apply A = d/dr − 1/r + 1 to this series:

constant term: 1 − 1 = 0;

r term: −2 + 1 + 1 = 0;

r² term: 3c₂ − c₂ − 1 = 2c₂ − 1 = −(1/3)(1 − 1/n²).

Therefore uₙₚ ≈ −(s/3)√(1 − 1/n²) r², and the squared coefficient is

(4/n³)(1/9)(n² − 1)/n² = 4(n² − 1)/(9n⁵).

For n = 2 this is 1/24, which agrees with the normalized 2p function r²e^(−r/2)/√24.

Define moments weighted by the potential, ⟨rᵏ⟩ = ∫V rᵏ d³r/W. Then ∫V r⁴dr = W⟨r²⟩/(4π), and the leading p shift, with a restored, is

δEₙₚ ≈ W⟨r²⟩(n² − 1)/(9πn⁵a⁵).

The Gaussian has ⟨r²⟩ = 3b²/2. Dividing the 2p shift by the 2s shift gives ⟨r²⟩/(12a²) = b²/(8a²), which is 2.9 × 10⁻⁴ for b/a = 0.04845. The leading 2p shift is −1.48 × 10⁻⁸ eV; the next term, of relative size −⟨r³⟩/(a⟨r²⟩), lowers its magnitude by about 7 percent. It is tiny because the density is suppressed by the square of the range, and it reaches zero when b/a does.

**4. How short must the range be?**

The same series tests the replacement of the s density by its value at the origin. Squaring u/r gives

|ψₙₛ(r)|²/|ψₙₛ(0)|² = 1 + 2c₁r + (c₁² + 2c₂)r² + …
= 1 − 2r/a + [5/3 + 1/(3n²)]r²/a² + ….

The first-order shift is therefore

δEₙₛ = [W/(πa³n³)] {1 − 2⟨r⟩/a + [5/3 + 1/(3n²)]⟨r²⟩/a² + …}.

The linear term comes from the Coulomb cusp and does not contain n. It changes the size of all the s shifts by one common factor and leaves their ratios alone. The dependence on n enters at second order in b/a.

For the Gaussian,

⟨r⟩ = ∫r³e^(−r²/b²)dr / ∫r²e^(−r²/b²)dr = (b⁴/2)/(√π b³/4) = 2b/√π.

The linear correction is −0.109. For 1s the next one is 2 × 1.5 × 0.04845² = +0.007, and the sum predicts a factor of 0.898. Direct integration gives −3.619 × 10⁻⁴ eV, which is 0.897 of the contact value. The contact formula thus overstates the first-order shift by about 11 percent of the latter, even though the cell is twenty times smaller than the orbit. The ratio of the 1s and 2s first-order shifts is nevertheless 3.619/0.4520 = 8.01.

**5. How weak must the potential be?**

A short range alone does not justify first order. To see why, drop the Coulomb field and let an electron of zero energy scatter from V. In scaled units its wave function obeys

ψ(r) = 1 − (1/2π)∫V(r′)ψ(r′)/|r − r′| d³r′.

Far away ψ → 1 − L/r, with scattering length L = (1/2π)∫Vψ d³r. Setting ψ = 1 inside the integral gives the first Born value L₁ = W/(2π). Inserting the equation once more adds a term whose size relative to L₁ is

L₂/L₁ = −(1/(2πW))∫∫V(r)V(r′)/|r − r′| d³r d³r′ = −(W/2π)⟨1/|r − r′|⟩.

The average is over two independent points, each distributed as V/W. For the Gaussian, their separation q has density e^(−q²/(2b²))/((2π)^(3/2)b³), so

⟨1/q⟩ = 4π∫q e^(−q²/(2b²))dq/((2π)^(3/2)b³) = 4πb²/((2π)^(3/2)b³) = √(2/π)/b.

With W = −π^(3/2)V₀b³ this becomes

L₂/L₁ = V₀b²/√2, or mV₀b²/√2 in atomic units.

This ratio must be small. At fixed W the depth V₀ grows as 1/b³, and the ratio grows as 1/b. Perturbation theory in a true three-dimensional delta potential therefore diverges at second order. The contact limit in the 1/n³ law means b/a → 0 inside the first-order integral, with the potential kept weak.

The example has L₂/L₁ = 0.056. To see the effect of all higher orders on the bound levels, the full radial Hamiltonian, Coulomb plus Gaussian, was diagonalized in a basis of Laguerre functions. The shifts, in units of 10⁻⁴ eV, are:

1s: contact −4.033, first order −3.619, full −3.912
2s: contact −0.504, first order −0.452, full −0.486
3s: contact −0.149, first order −0.134, full −0.144
4s: contact −0.063, first order −0.056, full −0.061

The full 1s shift exceeds first order by 8.1 percent, somewhat more than the free-electron estimate of 5.6 percent. The estimate leaves out the Coulomb field and every order beyond the second, so only rough agreement can be expected. The full shifts lie within 4 percent of the contact values because the range correction and the higher-order correction have opposite signs here. That closeness belongs to these parameters and is no measure of the accuracy of either approximation.

The full model gives −1.39 × 10⁻⁸ eV for 2p, against −1.38 × 10⁻⁸ eV at first order.

**6. A stronger cell**

Multiply the full shifts by n³. From 1s to 4s the result moves from −3.912 to −3.876 in units of 10⁻⁴ eV, a change of 0.9 percent. To read this small drift, write the levels with a quantum defect δ:

Eₙ = −Ry*/(n − δ)².

Expanding in δ/n,

Eₙ + Ry*/n² = −(2Ry*δ/n³)[1 + 3δ/(2n) + …].

Comparison with the contact law gives δ = −W/(2πa³Ry*), which is independent of n and positive for attraction. The full shifts correspond to δ ≈ 0.0065. The bracket then changes by 1.5 × 0.0065 × (1 − 1/4) = 0.7 percent between n = 1 and n = 4, which is most of the drift.

This form also shows what survives when first order fails. Keep b = 1 Å and deepen the Gaussian until the ground state is bound by 0.045 eV, a rough value for phosphorus in silicon. The required depth is 20.7 eV, and mV₀b²/√2 has risen to about 0.58. First order predicts a 1s shift of −0.00375 eV, while the model gives −0.0152 eV, four times as much. Yet the quantum defects of 1s to 4s are 0.186, 0.182, 0.182 and 0.182. With δ so nearly constant, the shifts approach −2Ry*δ/n³ for large n, although W no longer gives the coefficient through the first-order formula.

For the lowest levels the power law is now only approximate. The 2s shift is −0.029817 × [1/(2 − 0.1823)² − 1/4] = −0.00157 eV, so the ratio of 1s to 2s is 9.7 instead of 8.

**7. Six valleys and an anisotropic mass**

Silicon has six equivalent conduction-band minima, called valleys, on the cubic axes at distance k₀ from the zone centre. A donor state combines six envelopes, each multiplied by the Bloch function of its valley. The central cell couples the valleys. In the contact limit each matrix element contains the envelopes at the origin, so for equal s envelopes the shift becomes

δE = Λ W/(πa³n³),

where Λ is an eigenvalue of the 6 × 6 coupling matrix divided by W. This matrix does not depend on n. The 1/n³ law therefore holds within one valley symmetry, and different symmetries have different coefficients. Odd-parity p envelopes still vanish at the origin, in every valley.

For an estimate, replace the Bloch functions by plane waves, which omits their lattice-periodic part. Completing the square in the Gaussian Fourier integral gives a coupling exp(−q²b²/4) between valleys separated by q. Opposite valleys have q = 2k₀ and adjacent ones q = √2 k₀, so the couplings are

g = exp(−k₀²b²), f = exp(−k₀²b²/2).

Equal amplitudes in all valleys give Λ = 1 + g + 4f. Amplitudes of opposite sign in one opposite pair cancel the adjacent couplings and give 1 − g, three times. Amplitudes equal within each pair but summing to zero over the three pairs give 1 + g − 2f, twice.

With a rough lattice constant of 5.4 Å and k₀ = 0.85 × 2π/5.4 = 0.989 Å⁻¹, g = 0.376 and f = 0.613. The factors are 3.83, 0.62 and 0.15. The contact estimate for the symmetric 1s state becomes 3.83 × (−0.403) = −1.54 meV. A cell that looks weak in one valley acts almost four times as strongly on this combination, so the condition on its strength tightens too: with the valley phases averaged over angle, the ratio L₂/L₁ of section 5 rises from 0.056 to about 0.25.

These factors give the cell's share only. The screened Coulomb term couples the valleys as well, through its Fourier component −4πe²/(εq²), with e² = 14.4 eV Å. This is −7.9 eV Å³ for adjacent and −4.0 eV Å³ for opposite valleys, against Wf = −6.8 and Wg = −4.2 eV Å³ from the cell. Since qa is large, this coupling also scales with the density at the origin and keeps the 1/n³ law. Multiplied by the 1s density, it moves the symmetric, threefold and twofold 1s states by a further −1.29, +0.14 and +0.43 meV. The static ε is itself doubtful at such large q.

The mass within a valley is also anisotropic, roughly 0.19 across the valley axis and 0.92 along it. A calculation with these masses and the same ε gives a 1s density at the origin 4.6 percent above the isotropic value. The ratio of the 2s to the 1s density is 0.95 times 1/8. The n³ rule is thus a property of the isotropic Coulomb problem. For these masses the contact shifts of 1s and 2s stand in the ratio 8/0.95 = 8.4.

**8. Beside a real donor**

The mass and dielectric constant are typical of silicon, but the 2 eV Gaussian is a weak cell chosen to keep first order useful in one valley. The contact estimate of the symmetric 1s shift, about 1.5 meV from the cell alone and about 2.8 meV with the intervalley Coulomb term, is five to ten times smaller than the roughly 15 meV by which phosphorus exceeds the effective Rydberg used here. For such a donor the cell cannot be assumed weak: in the one-valley model of section 6 that assumption cost a factor of four in the 1s shift. A range of 1 Å is also below the lattice constant, where a smooth envelope with a single effective mass is strained. The full diagonalization therefore tests perturbation theory within the model and does not predict a real donor.

Doping and temperature set further limits. To estimate when orbits meet, we need the mean radius. Let p = u² for an s state and Q = −2/r + 1/n², so that u″ = Qu. Differentiating three times gives p‴ = 4Qp′ + 2Q′p. Multiply by r² and integrate by parts; the boundary terms vanish, and the left side gives zero because the third derivative of r² is zero:

0 = −4∫(r²Q)′p dr + 2∫r²Q′p dr = ∫(−8rQ − 2r²Q′)p dr = 12 − 8⟨r⟩ₙ/n².

So ⟨r⟩ₙ = 3n²a/2, where this average is over the electron's density. Setting the donor spacing N^(−1/3) equal to twice this radius gives N = 4 × 10¹⁸ cm⁻³ for 1s and 1 × 10¹⁵ cm⁻³ for 4s. An isolated-donor series up to 4s thus needs doping well below 10¹⁵ cm⁻³.

Thermal ionization sets in well before the thermal energy reaches the binding energy, because the conduction band offers far more states than there are donors. At 10¹⁵ donors per cm³, without compensating acceptors and with the binding energy used here, most donors are already ionized at 100 K and nearly all at 300 K. The series therefore belongs to low temperature. At 10 K the thermal energy is 0.00086 eV, small beside the 0.022 eV between 1s and 2s, and nearly all donors hold their electron in a 1s state. That need not be the lowest one: for the weak cell, the contact estimates of section 7 put the symmetric 1s state about 1.3 meV below the next valley combination from the cell alone and about 2.7 meV with the intervalley Coulomb term, which leaves about half or about 15 percent of the electrons in the other combinations. In real phosphorus donors the splitting exceeds 10 meV, and at 10 K nearly all electrons are in the symmetric state. The remaining computed values are in the numerical output below.

Computed values

```
effective mass (rough): 0.30 electron masses
dielectric constant (rough): 11.7
cell potential depth V0: 2.00 eV
cell potential range b: 1.00 angstrom
effective Bohr radius a: 20.638 angstrom
effective Rydberg: 0.029817 eV
b/a: 0.04845
W: -11.1367 eV angstrom^3
1s density at origin: 3.6212e-05 angstrom^-3
range correction -2<r>/a: -0.1094
1s unshifted level: -0.029817 eV
1s shift, contact: -4.0328e-04 eV
1s shift, first order: -3.6189e-04 eV
1s shift, full model: -3.9115e-04 eV
1s full shift times n^3: -3.9115e-04 eV
2s unshifted level: -0.007454 eV
2s shift, contact: -5.0410e-05 eV
2s shift, first order: -4.5197e-05 eV
2s shift, full model: -4.8589e-05 eV
2s full shift times n^3: -3.8871e-04 eV
3s unshifted level: -0.003313 eV
3s shift, contact: -1.4936e-05 eV
3s shift, first order: -1.3390e-05 eV
3s shift, full model: -1.4370e-05 eV
3s full shift times n^3: -3.8798e-04 eV
4s unshifted level: -0.001864 eV
4s shift, contact: -6.3013e-06 eV
4s shift, first order: -5.6484e-06 eV
4s shift, full model: -6.0567e-06 eV
4s full shift times n^3: -3.8763e-04 eV
1s contact shift converted: -0.4033 meV
2p shift, leading formula: -1.479e-08 eV
2p shift, first order: -1.376e-08 eV
2p shift, full model: -1.390e-08 eV
2p/2s first-order shift ratio: 3.044e-04
second Born relative size: 0.0557
1s full/first-order minus 1: 0.0809
strong cell, rough binding: 0.045 eV
strong cell, depth needed: 20.70 eV
strong cell, 1s full shift: -0.01518 eV
strong cell, 1s first order: -0.00375 eV
strong cell, defects 1s-4s: 0.1860 0.1823 0.1818 0.1816
rough masses, transverse and longitudinal: 0.19 0.92
anisotropic 1s, 2s levels: -0.02965 -0.00841 eV
anisotropic/isotropic 1s density: 1.0462
anisotropic 8*(2s/1s density): 0.9498
rough lattice constant: 5.4 angstrom
rough valley position: 0.85 of 2 pi/lattice constant
valley factor, symmetric singlet: 3.8288
valley factor, triplet: 0.6240
valley factor, doublet: 0.1496
thermal energy at 10 K, 300 K: 0.000862 0.02585 eV
density where 1s orbits meet: 4.21e+18 cm^-3
density where 4s orbits meet: 1.03e+15 cm^-3
```
